# Vibronic Sidebands: Photon Indistinguishability and the Cost of Filtering or Funnelling

## 1. Two photons from a vibrating emitter

A molecule in a cold solid is excited by a short pulse and emits one photon. Sometimes the vibrations are left undisturbed and the photon belongs to the narrow zero-phonon line (ZPL). Otherwise one or more vibrational quanta are created and the photon appears in a red-shifted sideband. Two such photons are sent into the two inputs of a balanced beam splitter. If they are identical they leave together; a sideband spoils this.

Two questions follow. How well do the photons interfere if all the light is used? And how many photons must be given up to improve the interference, either with a filter after the emitter or with a cavity around it?

## 2. Model and conventions

The emitter has states $|g\rangle$ and $|e\rangle$, with $\sigma=|g\rangle\langle e|$ and $P=|e\rangle\langle e|$. One vibration of frequency $\Omega$ has a shifted equilibrium in the excited state. Apart from the electronic energy,

$$H=\hbar\Omega\, b^\dagger b+\hbar\Omega\sqrt S\,P\,(b+b^\dagger),$$

where $S$ is the Huang-Rhys factor. The transformation $U=\exp[\sqrt S\,P(b^\dagger-b)]$ gives $UbU^\dagger=b-\sqrt S\,P$. Inserting this and using $P^2=P$,

$$UHU^\dagger=\hbar\Omega\,[b^\dagger b-\sqrt S P(b+b^\dagger)+SP]+\hbar\Omega\,[\sqrt S P(b+b^\dagger)-2SP]=\hbar\Omega\, b^\dagger b-S\hbar\Omega P .$$

The coupling has become a constant energy shift, absorbed into the ZPL frequency $\omega_0$. The price is a dressed lowering operator:

$$U\sigma U^\dagger=\sigma B,\qquad B=e^{-\sqrt S(b^\dagger-b)} .$$

$B$ turns the vibrational ground state into a coherent state, so a photon is accompanied by $n$ quanta with probability

$$p_n=|\langle n|B|0\rangle|^2=e^{-S}\frac{S^n}{n!},\qquad D\equiv p_0=e^{-S}.$$

$D$ is the zero-phonon fraction of the emitted photons, provided that the optical coupling is constant over the whole band, as assumed here.

The temperature is zero. Vibrational energy is damped at rate $\gamma$ towards the equilibrium position of the current electronic state; in the transformed frame this is ordinary damping of $b$. Excitation is instantaneous and leads to the relaxed excited state. The radiative rate is $\Gamma$, and there is no further dephasing. All rates are energy-decay rates, so a line of rate $\Gamma$ has full width $\Gamma$.

## 3. Interference measures purity

Let both photons have the state $\rho=\sum_i\lambda_i|i\rangle\langle i|$, where $i$ labels orthogonal wave packets. With probability $\lambda_i\lambda_j$, packet $i$ enters port 1 and packet $j$ enters port 2. With output operators $c$ and $d$, the beam splitter gives

$$\tfrac12(c_i^\dagger+d_i^\dagger)(c_j^\dagger-d_j^\dagger)=\tfrac12(c_i^\dagger c_j^\dagger-c_i^\dagger d_j^\dagger+d_i^\dagger c_j^\dagger-d_i^\dagger d_j^\dagger).$$

The two middle terms put one photon in each output. For $i=j$ they cancel. For $i\ne j$ they are orthogonal and contribute $\frac14+\frac14=\frac12$. The coincidence probability is therefore

$$p_{\rm c}=\tfrac12\sum_{i\neq j}\lambda_i\lambda_j=\tfrac12\,(1-{\rm Tr}\,\rho^2).$$

The indistinguishability is defined by $I=1-2p_{\rm c}$, so $I={\rm Tr}\,\rho^2$.

In the time domain $\rho(t,t')$ is the field correlation divided by the integrated intensity. With $g_1(t,\tau)$ the correlation between times $t$ and $t+\tau$, and $n(t)=g_1(t,0)$,

$$I=\frac{2\int_0^\infty dt\int_0^\infty d\tau\,|g_1(t,\tau)|^2}{\left[\int_0^\infty n(t)\,dt\right]^2}.$$

The factor 2 accounts for the two time orderings.

## 4. The correlation function of the vibronic photon

The field is proportional to $\sigma B$. By the regression theorem, $g_1$ is found by applying $\sigma B$ to the state at time $t$, evolving for $\tau$, and taking the trace with $(\sigma B)^\dagger$. Before emission the vibration is in $|0\rangle$, so the vibrational part to be evolved is

$$B|0\rangle\langle0|=\sum_n\langle n|B|0\rangle\,|n\rangle\langle0| .$$

The damping term that returns population, $\gamma\, b(\cdot)b^\dagger$, vanishes here because $\langle0|b^\dagger=0$. Each $|n\rangle\langle0|$ thus only rotates and decays, with factor $e^{-in\Omega\tau-n\gamma\tau/2}$. Taking the trace with $B^\dagger$ supplies the conjugate matrix element:

$$G(\tau)=\sum_n p_n\,e^{-in\Omega\tau-n\gamma\tau/2}=\exp\{-S[1-e^{-(i\Omega+\gamma/2)\tau}]\}.$$

The electronic part contributes $e^{-\Gamma t}$ for survival to time $t$ and $e^{-\Gamma\tau/2}$ for the optical coherence. Without the carrier $e^{i\omega_0\tau}$,

$$g_1(t,\tau)=e^{-\Gamma t-\Gamma\tau/2}\,G(\tau),\qquad n(t)=e^{-\Gamma t}.$$

Line $n$ lies at $\omega_0-n\Omega$ and has full width $\Gamma+n\gamma$.

## 5. Unfiltered light: when the squared law holds

The intensity integral is $1/\Gamma$, and $\int_0^\infty e^{-2\Gamma t}dt=1/(2\Gamma)$. Hence

$$I=2\Gamma^2\,\frac1{2\Gamma}\int_0^\infty e^{-\Gamma\tau}|G(\tau)|^2d\tau=\Gamma\int_0^\infty e^{-\Gamma\tau}|G(\tau)|^2d\tau .$$

At long delay $G\to D$. Subtracting and adding $D^2$ gives

$$I=D^2+\Gamma\int_0^\infty e^{-\Gamma\tau}\,[\,|G(\tau)|^2-D^2\,]\,d\tau .$$

If the bracket is absolutely integrable, the last term vanishes as $\Gamma\to0$. This proves

$$I\to D^2\quad\text{when the sideband correlations decay much faster than the emitter.}$$

The argument uses only the long-delay limit of $G$ and this integrability, so it covers several damped modes too. Their correlation functions multiply, and $D=\exp(-\sum_jS_j)$.

The square is the probability that both photons are zero-phonon photons. A sideband photon leaves quanta that are soon damped, and the surroundings then hold a record of when it was emitted. Two photons with different recorded times do not interfere.

For one mode the double sum in $|G|^2$ can be integrated:

$$I=\sum_{m,n}\frac{p_mp_n\,\Gamma}{\Gamma+(m+n)\gamma/2+i(n-m)\Omega}.$$

Pairs with $m\ne n$ add up to real terms of order $\Gamma(\Gamma+\gamma)/\Omega^2$. For $\Gamma,\gamma\ll\Omega$ they can be dropped:

$$I\simeq\sum_n p_n^2\,\frac{\Gamma}{\Gamma+n\gamma}.$$

For $\Gamma\ll\gamma$ only $n=0$ survives and $I=D^2$. For $\gamma\ll\Gamma$ the result is $\sum_np_n^2$, which is larger. A long-lived vibration records how many quanta were created but not when, so two photons from the same sideband line still interfere. The squared law is thus a statement about fast vibrational relaxation, not about every vibronic spectrum. It also presupposes that $G$ tends to a nonzero constant at long delay, which depends on the form of the damping (Section 10).

**Numbers.** Take the round parameters $S=0.3$, $\hbar\Omega=20$ meV, $\hbar\gamma=1$ meV and $\hbar\Gamma=0.001$ meV (a lifetime of 0.658 ns). Then $D=e^{-0.3}=0.7408$ and $D^2=0.5488$. The leading correction is $D^2S^2\Gamma/\gamma=0.5488\times0.09\times0.001\approx5\times10^{-5}$, and quadrature of the integral gives $I=0.5489$.

For a fast emitter with $\hbar\Gamma=0.5$ meV, quadrature gives 0.566, clearly above $D^2$. With $\hbar\Gamma=0.1$ meV and damping reduced to 0.001 meV it gives 0.5988, close to $\sum_np_n^2=0.5993$.

## 6. A passive filter

The sum for $G$ splits the photon state into

$$\rho=D\,|\psi\rangle\langle\psi|+(1-D)\,\rho_{\rm s},\qquad \psi(t)=\sqrt\Gamma\,e^{-\Gamma t/2}.$$

The ZPL part is pure. The sideband part $\rho_{\rm s}$ is a positive operator: each factor $e^{-n\gamma|t-t'|/2}$ is the Fourier transform of a positive Lorentzian, so each line is a mixture of pure wave packets with different carrier frequencies.

A linear filter transmits the ZPL with probability $T_0$, leaving a pure packet $|\phi\rangle$, and the sideband with probability $F$, leaving a normalized state $\rho_{\rm s}'$. The efficiency, counted per photon entering the filter, is

$$\eta=DT_0+(1-D)F .$$

The purity of the transmitted photons is

$$I=\frac{(DT_0)^2+2DT_0(1-D)F\langle\phi|\rho_{\rm s}'|\phi\rangle+[(1-D)F]^2\,{\rm Tr}\,\rho_{\rm s}'^2}{\eta^2}.$$

No term is negative, so within this model

$$\eta\sqrt I\ \ge\ DT_0 .$$

Take a filter centred on the ZPL and a fraction $D$ that is not itself small. The extra terms are then small compared with $(DT_0)^2$ in two situations. If the filter and every line of the sideband are much broader than $\Gamma$, the transmitted sideband photon is spread over many wave packets, and both its purity and its overlap with $\phi$ are small. If the filter is very narrow compared with $\Omega$, and $\Gamma,\gamma\ll\Omega$, then $F$ is small compared with $T_0$. In either case

$$\boxed{\ \eta\sqrt I\simeq DT_0\le D\ }$$

Thus, for such a filter and to leading order, near-perfect interference costs at least the sideband fraction $1-D$ of the photons. The ceiling $D$ is not strict, since the neglected terms are positive.

For a Lorentzian filter centred on the ZPL, with full width $\kappa$ and unit peak transmission, the passed fraction of line $n$ is the overlap of two Lorentzians. Their half-widths add to $a_n=(\kappa+\Gamma+n\gamma)/2$. Since the transmission curve is $\pi\kappa/2$ times a Lorentzian of unit area,

$$\eta=\sum_np_n\,\frac{\pi\kappa}{2}\,\frac{a_n/\pi}{a_n^2+n^2\Omega^2}=\frac\kappa2\sum_n\frac{p_n\,a_n}{a_n^2+n^2\Omega^2},\qquad T_0=\frac{\kappa}{\kappa+\Gamma}.$$

The following values come from a numerical master equation with six vibrational levels, in which the emitter drives a two-mirror filter cavity one way. The time integrals were obtained from linear and Lyapunov equations.

| $\hbar\kappa$ (meV) | $\eta$ | $I$ | $\eta\sqrt I$ |
|---:|---:|---:|---:|
| 0.002 | 0.494 | 1.000 | 0.494 |
| 1 | 0.740 | 0.999 | 0.740 |
| 10 | 0.756 | 0.961 | 0.741 |
| 40 | 0.859 | 0.744 | 0.741 |
| 200 | 0.985 | 0.566 | 0.741 |

At 10 meV the formula reads $I=(0.74082\times0.9999/0.75559)^2=0.961$. From 1 meV upwards the product stays near $D$: each gain in purity is paid for in photons. At 0.002 meV the filter cuts into the ZPL itself, $T_0=0.667$, and a third of the useful photons is lost for almost no further gain in purity.

## 7. A weakly coupled cavity

A cavity mode $c$, resonant with the ZPL, is coupled by $\hbar g(c^\dagger\sigma B+{\rm h.c.})$. It loses photons at rate $\kappa$, all into the collected output. $\Gamma_0$ is the emission rate into all other modes, counted as loss. Let $P_e$ be the excited population and $x_n$ the coherence between a cavity photon with $n$ quanta and the excited emitter with none. For $\kappa$ much larger than the emitter's total decay rate,

$$\dot x_n=-(a_n+in\Omega)x_n-ig\langle n|B|0\rangle P_e,\qquad a_n=\frac{\kappa+n\gamma}2 .$$

The coherence follows $P_e$ quasi-statically: $x_n=-ig\langle n|B|0\rangle P_e/(a_n+in\Omega)$. The population leaves the emitter through the coupling as

$$\dot P_e\big|_g=-ig\sum_n\langle n|B|0\rangle^*x_n+{\rm c.c.}=-\sum_n\frac{2g^2p_na_n}{a_n^2+n^2\Omega^2}\,P_e\equiv-RP_e .$$

The $n=0$ term is $4g^2D/\kappa$. Taking out $4g^2/\kappa$,

$$R=\frac{4g^2}\kappa\,[D+(1-D)F],\qquad (1-D)F=\sum_{n\ge1}\frac{p_n\,\kappa(\kappa+n\gamma)}{(\kappa+n\gamma)^2+4n^2\Omega^2}.$$

The cavity field responds linearly to $\sigma B$ with a Lorentzian response, so the light leaving it has the purity of filtered light. With $T_0\simeq1$, $D$ not small, and the emitter's total decay slow compared with $\gamma$ and $\kappa$,

$$\sqrt I\simeq\frac{D}{D+(1-D)F}.$$

The efficiency, however, is now a competition between rates, $\eta=R/(R+\Gamma_0)$. Define $C=4g^2/(\kappa\Gamma_0)$ and replace $D+(1-D)F$ by $D/\sqrt I$. Then $R/\Gamma_0=CD/\sqrt I$ and

$$\boxed{\ \eta\simeq\frac{CD}{CD+\sqrt I}\ }$$

A filter discards a sideband photon that has already been emitted. A cavity suppresses that emission path, and the emitter stays excited with another chance to emit into the ZPL. The price is a slower total rate into the mode, which gives the leakage $\Gamma_0$ more time.

At fixed $C$, going from a broad cavity ($F=1$) to a narrow one ($F=0$) lowers $\eta$ from $C/(1+C)$ to $CD/(1+CD)$. The difference is

$$\frac C{1+C}-\frac{CD}{1+CD}=\frac{C(1-D)}{(1+C)(1+CD)},$$

which falls as $(1-D)/(CD)$ for large $C$. For $C=10$ the limits are 0.909 and 0.881.

The same master equation with two-way coupling gives, at $C=10$:

| $\hbar\kappa$ (meV) | $\eta$ | $I$ |
|---:|---:|---:|
| 0.5 | 0.879 | 1.000 |
| 5 | 0.881 | 0.989 |
| 20 | 0.887 | 0.882 |
| 80 | 0.903 | 0.628 |
| 400 | 0.909 | 0.554 |

At $\hbar\kappa=20$ meV, fixed $C$ requires $\hbar g=\frac12\sqrt{10\times20\times0.001}=0.224$ meV. With $F=0.185$ the law gives $\sqrt I=0.7408/(0.7408+0.2592\times0.185)=0.939$ and $\eta=7.408/(7.408+0.939)=0.887$.

## 8. Filter and cavity at the same purity

The cavity has the higher efficiency when

$$\frac{CD}{CD+\sqrt I}>\frac D{\sqrt I}\quad\Longleftrightarrow\quad (C-1)\sqrt I>CD .$$

Since $\sqrt I\le1$, this can be met only if $C-1>CD$, that is, $C>1/(1-D)$, which is 3.86 here. For $C=10$ it requires $\sqrt I>0.823$, or $I>0.68$. At a target $I=0.90$ the laws give 0.781 for the filter and 0.886 for the cavity; at $I=0.99$ they give 0.745 and 0.882. Both sides are idealized: all free-space emission is assumed to reach the filter, and all light leaving the cavity mode is assumed to be collected. If only a fraction is collected in either case, the corresponding efficiency must be multiplied by that fraction, which can change the order.

## 9. How narrow should the cavity be?

At fixed $g$, narrowing the cavity raises $C$ and lowers $F$. With the parameters used here, both efficiency and purity improve at first. This ends when the photon is held so long that the emitter can reabsorb it. Consider the ZPL alone, with coupling $G_0=g\sqrt D$. Let $e$ be the emitter amplitude and $-iu$ the cavity amplitude:

$$\dot e=-\tfrac{\Gamma_0}2e-G_0u,\qquad \dot u=-\tfrac\kappa2u+G_0e,\qquad e(0)=1,\ u(0)=0 .$$

Integrate the derivatives of $e^2$, $u^2$ and $eu$ over all time, with $E=\int e^2dt$, $K=\int u^2dt$ and $V=\int eu\,dt$:

$$1=\Gamma_0E+2G_0V,\qquad \kappa K=2G_0V,\qquad \tfrac{\kappa+\Gamma_0}2V=G_0(E-K).$$

The second equation gives $V=\kappa K/(2G_0)$. The third then gives $E=K[1+\kappa(\kappa+\Gamma_0)/(4G_0^2)]$. Inserting both into the first,

$$1=K(\kappa+\Gamma_0)\left(1+\frac{\kappa\Gamma_0}{4G_0^2}\right).$$

Since $\eta=\kappa K$ and $4G_0^2/(\kappa\Gamma_0)=CD$,

$$\eta=\frac{\kappa}{\kappa+\Gamma_0}\,\frac{CD}{1+CD}.$$

The second factor is the narrow-cavity limit of Section 7. The first is a ceiling that no coupling strength removes in this ZPL model. It also explains the entry at 0.5 meV in the last table: $0.881\times0.5/0.501=0.879$.

To find the best width, write

$$\frac1\eta=1+\frac{\Gamma_0^2}{4G_0^2}+\Gamma_0\left(\frac1\kappa+\frac\kappa{4G_0^2}\right).$$

The last bracket is smallest at $\kappa=2G_0=2g\sqrt D$, where $\eta=[\kappa/(\kappa+\Gamma_0)]^2$.

For $\hbar g=0.1$ meV the best width is $0.2\times\sqrt{0.7408}=0.172$ meV, with $\eta=0.988$. The master equation gives:

| $\hbar\kappa$ (meV) | $\eta$ | $1-I$ |
|---:|---:|---:|
| 0.0215 | 0.955 | 0.0008 |
| 0.086 | 0.986 | 0.0002 |
| 0.172 | 0.988 | 0.0002 |
| 0.344 | 0.986 | 0.0002 |
| 5 | 0.856 | 0.011 |
| 50 | 0.415 | 0.30 |

From 50 meV down to about 0.2 meV, efficiency and purity improve together. Below 0.172 meV the efficiency falls, and at 0.0215 meV the purity is worse as well.

## 10. What the model leaves out

The small values of $1-I$ for narrow cavities depend on the sideband density very close to the ZPL. Here that density is the Lorentzian tail of one damped mode; a real phonon spectrum may differ there, so these values should not be carried over to a material. The sharp ZPL itself rests on the damping assumed in Section 2. If the same mode instead feels Ohmic friction (the Brownian-oscillator model), $-\ln|G|$ keeps growing as $(2S\gamma/\pi\Omega)\ln\tau$ at zero temperature, and with the parameters of Section 5 the unfiltered $I$ is about 0.46 rather than 0.549.

Thermal phonons, other dephasing, slow drifts of the transition frequency and a random excitation time are also absent. Thermal phonons lower $D$, but with the damping of Section 2 they do not broaden the ZPL. This is a property of that damping and not of linear coupling as such: with Ohmic friction the ZPL gains a width $4S\gamma k_BT/(\hbar\Omega)$, which for the parameters of Section 5 is 0.021 meV at 4 K, about $20\,\Gamma$. With such broadening, other dephasing, drifts or a random excitation time, the ZPL photons are in general a mixture, and the step that set their purity to one in Section 6 fails. The laws for $I$ would then need further inputs. For a slow drift, even the purity of the averaged state is not enough: Section 3 assumes that the two photons are drawn independently from $\rho$, whereas photons emitted in quick succession can share nearly the same frequency and interfere better than that purity suggests.

All numerical values are calculated from the stated model.
